# What steady etch rates reveal about a three-state chlorine-silicon surface

## A surface with two states

Let a silicon surface receive chlorine atoms with flux $\Gamma_n$ and argon ions of one energy with flux $\Gamma_i$. Suppose first that a surface site is either bare or chlorinated, with chlorinated fraction $\theta$. A chlorine atom sticks to a bare site with probability $s$. An ion removes $Y_0$ silicon atoms on average from the bare surface and $Y_c$ from the chlorinated one. It also knocks off chlorine without silicon, with yield $D$. Silicon removal from a chlorinated site takes the chlorine along and exposes a bare site.

With $R=\Gamma_n/\Gamma_i$, gain and loss of chlorinated sites balance when $sR(1-\theta)=(Y_c+D)\theta$, so $\theta=sR/(sR+Y_c+D)$. The silicon yield per ion is

$$Y=Y_0(1-\theta)+Y_c\theta=Y_0+(Y_c-Y_0)\frac{R}{R+R_h},\qquad R_h=\frac{Y_c+D}{s}.\tag{1}$$

This is a Langmuir curve. Its two ends give $Y_0$ and $Y_c$, and its half-rise gives $R_h$. Four parameters have produced three numbers: with $Y_0$ and $Y_c$ given, a surface that captures chlorine well and loses it easily has the same yield as one that captures it poorly and keeps it, if $(Y_c+D)/s$ is the same for both. Steady yield data of any precision leave $s$ and $D$ unseparated.

## Three states and their balances

Now let a site hold 0, 1 or 2 chlorine atoms, with fractions $\theta_0+\theta_1+\theta_2=1$. Chlorine sticks with probability $s_0$ on state 0 and $s_1$ on state 1, and does not stick on state 2. Ions remove silicon from state $k$ with yield $Y_k$; the attached chlorine leaves too, and the new site is bare. Ions also release single chlorine atoms without silicon, with yield $D_1$ for $1\to0$ and $D_2$ for $2\to1$. A yield is a mean number of events per ion striking surface in the given state, so it may exceed one.

The model is a mean-field one: rates depend on the average fractions and not on the arrangement of neighbours. Spontaneous etching, redeposition and chlorine brought by ions are left out. The absolute fluxes are taken as known, and $s_0,s_1,Y_1,Y_2$ are positive.

Let $N_s$ be the number of sites per area and $\tau=\Gamma_i t/N_s$ the ion dose per site. Then

$$\begin{aligned}
\dot\theta_0&=-s_0R\theta_0+(Y_1+D_1)\theta_1+Y_2\theta_2,\\
\dot\theta_1&=s_0R\theta_0-(s_1R+Y_1+D_1)\theta_1+D_2\theta_2,\\
\dot\theta_2&=s_1R\theta_1-(Y_2+D_2)\theta_2,
\end{aligned}\tag{2}$$

where the dot means $d/d\tau$. Sputtering of a bare site leaves a bare site, so $Y_0$ is absent here, though it counts in the silicon yield

$$Y=Y_0\theta_0+Y_1\theta_1+Y_2\theta_2,\qquad v=\frac{\Gamma_iY}{n_{\rm Si}}.\tag{3}$$

Here $v$ is the etch rate and $n_{\rm Si}$ the density of silicon atoms. The site density $N_s$ sets the time scale and drops out of the steady state. The fluxes enter $Y$ through $R$ alone, so scaling both together gives no new information. It does examine the assumptions: a thermal process with fixed rate $k$ per site would appear in (2) as $kN_s/\Gamma_i$, and $Y$ could then change under such a scaling.

## The steady yield

Set the third and first lines of (2) to zero:

$$s_1R\theta_1=(Y_2+D_2)\theta_2,\qquad s_0R\theta_0=(Y_1+D_1)\theta_1+Y_2\theta_2.\tag{4}$$

The second line then vanishes as well, because the three lines sum to zero. Define

$$\sigma=s_1\frac{Y_2}{Y_2+D_2}.\tag{5}$$

The fraction in (5) is the probability that, when a doubly chlorinated site loses chlorine, silicon goes with it. Thus $\sigma$ is a sticking probability discounted for captures that end in a return to state 1.

Multiplying the first part of (4) by $Y_2/(Y_2+D_2)$ gives $Y_2\theta_2=\sigma R\theta_1$. Put this into the second part:

$$\theta_2=\frac{\sigma R}{Y_2}\theta_1,\qquad \theta_0=\frac{Y_1+D_1+\sigma R}{s_0R}\theta_1.\tag{6}$$

Already $s_1$ and $D_2$ occur only through $\sigma$. To clear the denominator in $\theta_0$, multiply all three fractions by the common factor $s_0R/[(Y_1+D_1)\theta_1]$, and let

$$P=\frac{s_0\sigma}{Y_1+D_1}.\tag{7}$$

Since $\sigma/(Y_1+D_1)=P/s_0$ and $s_0/(Y_1+D_1)=P/\sigma$, the fractions are in the proportion

$$\theta_0:\theta_1:\theta_2=\left(1+\frac{PR}{s_0}\right):\frac{PR}{\sigma}:\frac{PR^2}{Y_2}.\tag{8}$$

Their sum contains $1/s_0+1/\sigma$. The weighted sum for the yield is

$$Y_0+PR\left(\frac{Y_0}{s_0}+\frac{Y_1}{\sigma}\right)+PR^2.$$

Writing $Y_1=Y_0+(Y_1-Y_0)$ in the bracket suggests the definitions

$$H=\frac1{s_0}+\frac1\sigma,\qquad G=\frac{Y_1-Y_0}{\sigma},\tag{9}$$

for which the bracket is $Y_0H+G$. Dividing the weighted sum by the plain sum gives

$$Y(R)=\frac{N(R)}{Q(R)},\qquad
\begin{aligned}N&=Y_0+P(Y_0H+G)R+PR^2,\\ Q&=1+PHR+(P/Y_2)R^2.\end{aligned}\tag{10}$$

Seven parameters have merged into five: $Y_0,Y_2,H,G,P$. When $D_2=0$, $H=1/s_0+1/s_1$ is the mean number of chlorine atoms that must strike a bare site to chlorinate it doubly with the ions off, being the sum of two mean waiting doses.

## Two limits

For small $R$, expand $1/Q=1-PHR+O(R^2)$. The terms in $Y_0H$ cancel:

$$Y=Y_0+GP\,R+O(R^2),\qquad GP=\frac{s_0(Y_1-Y_0)}{Y_1+D_1}.\tag{11}$$

Sparse chlorine thus raises the yield if a singly chlorinated site etches faster than a bare one, and lowers it if the site etches more slowly. If the two yields are equal, the linear term vanishes and the next order decides.

For large $R$, first form the difference from the ceiling $Y_2$. The quadratic terms cancel, and with $\Delta=Y_2-Y_0$

$$Y_2-Y=\frac{Y_2Q-N}{Q}=\frac{\Delta+P(\Delta H-G)R}{Q}.\tag{12}$$

The leading term of $Q$ is $PR^2/Y_2$, so

$$Y=Y_2-\frac CR+O(R^{-2}),\qquad C=Y_2(\Delta H-G).\tag{13}$$

The ends of the curve therefore give $Y_0$ and $Y_2$, and the approaches to them give $GP$ and $C$. These are four numbers; in general a fifth is needed to fix the rest of the curve.

## Why five numbers can be found

Write $N=n_0+n_1R+n_2R^2$ and $Q=1+d_1R+d_2R^2$. Each yield at a known $R$ supplies an equation linear in the coefficients:

$$n_0+n_1R+n_2R^2-Y(d_1R+d_2R^2)=Y.\tag{14}$$

Take noiseless yields at five distinct ratios. If two sets of coefficients satisfied all five equations, their differences would form polynomials $a(R)$ and $b(R)$, of degree at most two, with $b(0)=0$ and $a-Yb=0$ at the five ratios. Since $Y=N/Q$, the polynomial $aQ-Nb$ would have five zeros. Its degree is at most four, so it vanishes identically.

Suppose that $N$ and $Q$ have no common factor. Then $aQ=Nb$ requires $Q$ to divide $b$. As $Q$ has degree two, $b=cQ$ with constant $c$. But $b(0)=0$ and $Q(0)=1$, so $c=0$; hence $b=0$ and $a=0$. The coefficients are unique, and comparison with (10) gives

$$Y_0=n_0,\quad P=n_2,\quad Y_2=\frac{n_2}{d_2},\quad H=\frac{d_1}{n_2},\quad G=\frac{n_1-n_0d_1}{n_2}.\tag{15}$$

A common factor needs separate treatment. At a common zero of $N$ and $Q$, the combination $Y_2Q-N$ vanishes too. With $K=\Delta H-G$, (12) places that zero at $R_*=-\Delta/(PK)$ when $K\ne0$. Inserting it in $Q=0$ and multiplying by $K^2$ gives

$$K^2-H\Delta K+\frac{\Delta^2}{PY_2}=0.$$

Because $K-H\Delta=-G$, the first two terms are $-GK$. Therefore

$$PGY_2K=\Delta^2,\qquad\text{that is,}\qquad (GP)\,C=(Y_2-Y_0)^2.\tag{16}$$

If $K=0$ and $\Delta\ne0$, then $Y_2Q-N$ is a nonzero constant, there is no common zero, and (16) fails, as it should. If $K=\Delta=0$, the yield is constant.

Under (16) with $\Delta\neq0$, a linear factor cancels and leaves a ratio of linear functions. Its limits are $Y_0$ and $Y_2$ and its slope at the origin is $GP$, so it is the Langmuir curve (1) with $Y_c=Y_2$ and $R_h=\Delta/(GP)$. The three-state surface then looks like a two-state one. The cancelled factor can be changed without altering the curve, and even the five numbers are no longer all recoverable.

## The family of indistinguishable surfaces

Away from this exceptional case, fix the five numbers and choose $s_0$ and $s_1$. Equations (9), (7) and (5), solved in that order, give

$$\sigma=\frac1{H-1/s_0},\quad Y_1=Y_0+G\sigma,\quad D_1=\frac{s_0\sigma}{P}-Y_1,\quad D_2=Y_2\left(\frac{s_1}{\sigma}-1\right).\tag{17}$$

The seven parameters and the set $(Y_0,Y_2,H,G,P,s_0,s_1)$ thus determine each other. Steady rates fix the first five of these and say nothing about the last two beyond the physical bounds. The hidden freedoms are:

- **Second sticking against chlorine release.** Raise $s_1$ and $D_2$ together so that $\sigma$ stays fixed. The other parameters and, by (8), the steady fractions stay as they were.
- **First sticking against the singly chlorinated state.** Change $s_0$ at fixed $s_1$ and let $\sigma,Y_1,D_1,D_2$ follow (17).

Positive $\sigma$ requires $s_0>1/H$, and $D_2\ge0$ requires $s_1\ge\sigma$. Both sticking probabilities are at most one, and $Y_1$ must be positive. The condition $D_1\ge0$ reads $s_0\sigma/P\ge Y_0+G\sigma$. Dividing by $\sigma$, inserting $1/\sigma=H-1/s_0$ and multiplying by $Ps_0$ turns it into

$$s_0^2-P(Y_0H+G)s_0+PY_0\ge0.\tag{18}$$

This excludes the values of $s_0$ between the two roots of the quadratic. The data can therefore confine $s_0$ without determining it: to one interval, or to two disjoint ones when values below the smaller root also meet the other bounds.

## A worked case

Take as round model parameters the surface A in this table, with $Y_0=0.05$ and $Y_2=2.0$ for every column.

| | A | B | C |
|---|---|---|---|
| $s_0$ | 0.50 | 0.80 | 0.50 |
| $s_1$ | 0.25 | 0.40 | 0.60 |
| $Y_1$ | 0.80 | 0.702 | 0.80 |
| $D_1$ | 0.40 | 0.967 | 0.40 |
| $D_2$ | 0.50 | 2.60 | 4.00 |

For A, $\sigma=0.25\times2.0/2.5=0.20$. Then $H=2+5=7$, $G=0.75/0.20=3.75$ and $P=0.50\times0.20/1.20=0.0833$. Surfaces B and C follow from (17) with the sticking probabilities shown. For B, $1/\sigma=7-1.25=5.75$, so $Y_1=0.05+3.75/5.75=0.702$.

At $R=20$, (10) gives

$$Y=\frac{0.05+6.833+33.333}{1+11.667+16.667}=1.371.$$

All three surfaces have this yield. They also share the values 0.457, 0.974, 1.523 and 1.877 at $R=2$, 8, 30 and 150. For an ion flux of $10^{16}\ \mathrm{cm^{-2}\,s^{-1}}$ and $n_{\rm Si}=4.994\times10^{22}\ \mathrm{cm^{-3}}$, obtained from eight atoms per cubic cell of crystalline silicon, the etch rate at $R=20$ is $2.75\times10^{-7}\ \mathrm{cm\,s^{-1}}$, or 165 nm/min.

The initial slope is $GP=0.3125$ and the tail coefficient is $C=2(1.95\times7-3.75)=19.8$. Their product is 6.19, while $\Delta^2=3.80$. By (16) this curve is not a Langmuir curve, and its five numbers can be found. Raising $D_1$ to 1.153 with the other parameters of A unchanged lowers $P$ to 0.0512 and satisfies (16). The yield is then a Langmuir curve with $R_h=10.2$, although all three states are occupied.

For the original curve, (18) becomes $s_0^2-0.3417s_0+0.00417\ge0$. Its larger root is 0.329; the smaller, $0.00417/0.329\approx0.013$, lies below $1/H=0.143$ and is irrelevant. Thus $s_0$ may lie anywhere from 0.329 to 1. Along this range $Y_1$ falls from 0.997 to 0.675, and $D_1$ rises from 0 to 1.325. The yield of the singly chlorinated state is confined fairly well, its chlorine loss poorly.

Finite precision is a further matter. Consider the derivatives of $Y$ with respect to the logarithms of the seven parameters at 41 ratios, spaced evenly in $\log R$ from $10^{-2}$ to $10^3$. They were computed by complex-step differentiation of the numerically solved balances. The singular values of this matrix, relative to the largest, are 1, 0.19, 0.046, 0.024 and 0.0059, followed by two of order $10^{-17}$, which are zero to rounding. The last two are the hidden freedoms. The fifth belongs to a visible direction, but a small logarithmic step along it changes the yields, in root-mean-square, about 170 times less than the same step along the strongest one. That factor refers to equal absolute errors in $Y$ at all ratios; with equal relative errors, that is for the derivatives of $\ln Y$, it is about 43. Five numbers are determined in principle; the weakest combination demands accurate data.

## If ions release no chlorine alone

Away from the exceptional case (16), imposing $D_1=D_2=0$ removes both continuous freedoms. (With $Y_1=Y_2$, for example, (16) holds and $s_1$ drops out of the yield.) Now $s_1=\sigma$, and (18) must hold as an equality. A quadratic has two roots, whose product here is $PY_0$. With $P=s_0s_1/Y_1$, the second root is

$$s_0'=\frac{PY_0}{s_0}=\frac{Y_0s_1}{Y_1}.\tag{19}$$

The reason is visible in the numerator, which factors as $N=(Y_0+s_0R)(1+s_1R/Y_1)$. The yield curve does not say which zero belongs to which factor. The second root describes a physical surface if it exceeds $1/H$ and the resulting parameters respect their bounds. If $Y_0=0$, then $s_0'=0$ and there is no twin.

For $s_0=0.30$, $s_1=0.60$, $Y_0=0.30$, $Y_1=0.50$ and $Y_2=2.0$, (19) gives $s_0'=0.36$. Here $H=5$, so $s_1'=1/(5-2.778)=0.45$. Since $G=0.20/0.60=1/3$, $Y_1'=0.30+0.45/3=0.45$. Both surfaces yield 0.575 at $R=2$, and they agree at every other ratio. If $D_1$ and $D_2$ are left free, the same curve admits two ranges, $0.25\le s_0\le0.30$ and $0.36\le s_0\le1$; the twins sit at their inner ends, and the lower end $1/(H-1)=0.25$ comes from $\sigma\le s_1\le1$. What cannot be separated thus depends on which processes the model admits.

## More ion energies

Suppose $s_0$ and $s_1$ do not depend on ion energy, while the five yields $Y_0,Y_1,Y_2,D_1,D_2$ take unrelated values at each energy. Then $J$ energies involve $5J+2$ unknowns and supply $5J$ numbers. For any common $s_0$ and $s_1$ admissible at all energies, (17) can be solved at each energy separately. The same two freedoms remain, though the bounds may tighten.

Let a second energy have $Y_0=0.10$, $Y_1=1.20$, $Y_2=3.0$, $D_1=0.80$ and $D_2=1.00$, with the sticking of surface A. The sticking of surface B reproduces its yield curve too, with $Y_1=1.064$, $D_1=1.741$ and $D_2=4.30$. A physical law linking the yields at different energies would add equations, and the count would have to be made anew.

## Measurements that separate the parameters

The steady chlorine coverage $\theta_1+2\theta_2$ is a natural candidate. Normalizing (8) gives

$$\theta_1=\frac{PR}{\sigma Q},\qquad \theta_2=\frac{PR^2}{Y_2Q}.\tag{20}$$

All members of the family share $\theta_2$, while $\theta_1$ reveals $\sigma$. One accurate coverage per site at known $R>0$ therefore fixes $\sigma$, and through (17) also $s_0,Y_1,D_1$; converting a measured coverage per area requires $N_s$. In the worked case at $R=20$ the coverage is 1.42 chlorine atoms per site for A and 1.46 for B, a difference of 3% relative to A, so the measurement and $N_s$ must be better than that to tell them apart. Low ratios are more favourable in relative terms: the difference is 12.5% at $R=1$ and tends to 15%, the ratio of the two values of $1/\sigma$, as $R\to0$.

Steady coverage cannot distinguish A from C at any $R$, because they have the same $\sigma$. At $R=20$ both have $\theta_1=0.284$ and $\theta_2=0.568$. Per ion, surface A captures $s_1R\theta_1=1.42$ chlorine atoms on state 1 and releases $D_2\theta_2=0.28$ from state 2. Surface C captures 3.41 and releases 2.27. The net gain is 1.14 in both, equal to $Y_2\theta_2$ by (4). The faster exchange leaves no trace in the steady coverage or the steady etch rate, although the two surfaces approach their common steady state differently.

Turning the ions off stops the release. Start from a bare surface and let $x=\Gamma_nt/N_s$ be the chlorine dose per site. Then $\theta_0'=-s_0\theta_0$, $\theta_1'=s_0\theta_0-s_1\theta_1$ and $\theta_2'=s_1\theta_1$, the prime meaning $d/dx$. The uptake $c=\theta_1+2\theta_2$ obeys

$$c'=s_0\theta_0+s_1\theta_1,\qquad c''=-s_0^2\theta_0+s_1(s_0\theta_0-s_1\theta_1).$$

At $x=0$, where $\theta_0=1$ and $\theta_1=0$,

$$c'(0)=s_0,\qquad c''(0)=s_0(s_1-s_0).\tag{21}$$

The site density needed for $x$ follows from the same experiment: every site ends in state 2, so the uptake per area saturates at $2N_s$. This reading rests on the model's cap of two chlorine atoms per surface site; it fails where chlorine also enters the layers below the surface, as it can in ion-bombarded silicon.

For surface A the slope is 0.500 and the curvature $-0.125$. Hence $s_0=0.50$ and $s_1=0.50-0.125/0.50=0.25$. With the five numbers from the yield curve, (17) gives $\sigma=1/(7-2)=0.20$, $Y_1=0.05+0.75=0.80$, $D_1=0.10/0.0833-0.80=0.40$ and $D_2=2(0.25/0.20-1)=0.50$. All seven parameters are now known. The inference rests on one further assumption: the bare surface prepared for the uptake must capture chlorine with the same probabilities as the surface under bombardment. If ions roughen or disorder the silicon enough to change $s_0$ or $s_1$, the values from (21) may not be inserted in (17).
